# The Hedin-Lundqvist correlation energy from its logarithmic potential

## What scaling fixes in advance

A uniform electron gas looks the same at every point, so its correlation energy per electron, $\varepsilon$, cannot depend on position. If the gas is also unpolarized, non-relativistic and at zero temperature, the remaining variable is the density $n$. The constants $\hbar$, the electron mass and the electron charge supply one length, the bohr, and one energy, the hartree. Measured in these units, $\varepsilon$ is therefore a function of one pure number. We choose $r_s$, the radius in bohr of a sphere that holds one electron on average:

$$\frac{4\pi}{3}r_s^3=\frac1n,\qquad n=\frac{3}{4\pi r_s^3}. \tag{1}$$

The Hedin-Lundqvist parametrization starts from a correlation potential $v$ with two parameters, an energy $C$ and a length $A$:

$$v=-C\,L(x),\qquad L(x)=\ln\!\left(1+\frac1x\right),\qquad x=\frac{r_s}{A}. \tag{2}$$

The energy will turn out to be the average of $v$ over all densities between zero and $n$. Write such a density as $n'=sn$ with $0<s\le1$. By (1) its radius is $r_s s^{-1/3}$, so its scaled radius is $xs^{-1/3}$, and the average is

$$\varepsilon=\int_0^1 v(xs^{-1/3})\,ds=-C\int_0^1L(xs^{-1/3})\,ds. \tag{3}$$

The right-hand side contains $C$ as a factor and otherwise depends on $x$ alone. Hence $\varepsilon=-C\,G(x)$ with a dimensionless function $G$ that contains no parameter. Scaling gives this form; the integration gives $G$.

## Assumptions and theorem

Hartree atomic units are used. The parameters are $A=21$ bohr and $C=0.0225$ hartree, which is $0.045$ rydberg. The derivation holds for any positive $A$ and $C$. Three assumptions enter.

**(a) The potential is given.** Equation (2) is a parametrized approximation, taken as input for all $n>0$.

**(b) The potential is the density derivative of the energy per volume:**

$$v=\frac{d(n\varepsilon)}{dn}. \tag{4}$$

To see what this means, take $N$ electrons in a volume $V$. Their correlation energy is $E_c=N\varepsilon(N/V)$, and the product rule gives

$$\left(\frac{\partial E_c}{\partial N}\right)_V=\varepsilon+\frac NV\frac{d\varepsilon}{dn}=\varepsilon+n\frac{d\varepsilon}{dn}=\frac{d(n\varepsilon)}{dn}.$$

So $v$ is the correlation part of the chemical potential. The same derivative appears in the local density approximation, where $E_c=\int n\,\varepsilon(n)\,d^3r$ and a small change $\delta n(\mathbf r)$ of the density changes the energy by $\int[d(n\varepsilon)/dn]\,\delta n\,d^3r$.

**(c) Empty space has no correlation energy:** $n\varepsilon\to0$ as $n\to0$.

**Theorem.** Under (a), (b) and (c) the correlation energy per electron is

$$\varepsilon=-C\,G(x),\qquad G(x)=(1+x^3)\ln\!\left(1+\frac1x\right)+\frac x2-x^2-\frac13. \tag{5}$$

The function $G$ is positive and dimensionless. The energy is $-C$ times it, and therefore negative.

## Lemma 1: the energy is an average of the potential

**Lemma 1.** Assumptions (a), (b) and (c) determine $\varepsilon$ uniquely, and

$$\varepsilon(n)=\frac1n\int_0^n v(n')\,dn'=-C\,G(x),\qquad G(x)=3x^3\int_x^\infty\frac{L(t)}{t^4}\,dt. \tag{6}$$

*Proof.* Integrate (4) from a small density $\eta$ to $n$:

$$n\varepsilon(n)-\eta\,\varepsilon(\eta)=\int_\eta^n v(n')\,dn'.$$

Now let $\eta\to0$. The second term on the left vanishes by (c). The integral has a finite limit, because $r_s\to\infty$ at zero density and there $L\to\ln1=0$, so the integrand stays bounded. Division by $n$ gives the first equality in (6). With $n'=sn$ it is the average (3).

For the second form, let $t$ be the scaled radius that belongs to $n'$. From (1),

$$n'=\frac{3}{4\pi A^3t^3},\qquad n=\frac{3}{4\pi A^3x^3},\qquad \frac{n'}{n}=\frac{x^3}{t^3},\qquad \frac{dn'}{n}=-\frac{3x^3}{t^4}\,dt.$$

The lower limit $n'=0$ becomes $t=\infty$, and the upper limit $n'=n$ becomes $t=x$. Therefore

$$\varepsilon=\int_\infty^x v(t)\left(-\frac{3x^3}{t^4}\right)dt=3x^3\int_x^\infty\frac{v(t)}{t^4}\,dt.$$

The minus sign has been used to exchange the limits. Inserting $v=-CL$ gives (6). $\square$

**Remark on the integration constant.** Without (c), a term $Kx^3$ with any constant $K$ could be added to $\varepsilon$. Its energy per volume is

$$nKx^3=\frac{3K}{4\pi A^3},$$

which does not depend on the density, so its derivative vanishes and the potential is unchanged. A nonzero $K$ would assign this energy to every unit of volume, even when no electrons are left in it. Assumption (c) sets $K=0$. The potential alone does not.

**Remark on the low-density part of the average.** The integral runs through all densities below $n$, including dilute gases in which the unpolarized fluid need not be the state of lowest energy. In that region (2) is simply the continuation of the parametrized function. The influence of this region is small only when $r_s$ lies well below it: radii above $75$ bohr, for example, contribute less than 1 percent of $\varepsilon$ at $r_s=20$ but about 21 percent at $r_s=50$. Densities with a radius above $2r_s$ fill one eighth of the interval from $0$ to $n$, because $n'/n=(r_s/r_s')^3$. Since $|v|$ grows with density, this lowest eighth also contributes less than one eighth of $\varepsilon$.

## Lemma 2: the rational integral

**Lemma 2.** For $x>0$,

$$J(x)=\int_x^\infty\frac{dt}{t^4(1+t)}=\frac{1}{3x^3}-\frac{1}{2x^2}+\frac1x-L(x). \tag{7}$$

*Proof.* Multiplying out, the intermediate powers cancel in pairs:

$$(1+t)(1-t+t^2-t^3)=1-t^4.$$

Divide by $1+t$ and move the term with $t^4$ to the other side:

$$\frac1{1+t}=1-t+t^2-t^3+\frac{t^4}{1+t}.$$

Division by $t^4$ gives the partial fractions

$$\frac1{t^4(1+t)}=\frac1{t^4}-\frac1{t^3}+\frac1{t^2}-\frac1t+\frac1{1+t}. \tag{8}$$

The first three terms integrate to

$$\int_x^\infty\frac{dt}{t^4}=\frac1{3x^3},\qquad \int_x^\infty\frac{dt}{t^3}=\frac1{2x^2},\qquad \int_x^\infty\frac{dt}{t^2}=\frac1x.$$

The last two terms of (8) diverge logarithmically if they are integrated separately, so they must be kept together:

$$\int_x^\infty\left(\frac1{1+t}-\frac1t\right)dt=\left[\ln\frac{1+t}{t}\right]_x^\infty=0-\ln\frac{1+x}{x}=-L(x).$$

Adding the four results with the signs of (8) gives (7). $\square$

## Proof of the theorem

The integral in (6) contains a logarithm, which integration by parts removes. Two facts are needed. First, $L(t)=\ln(1+t)-\ln t$, so

$$L'(t)=\frac1{1+t}-\frac1t=-\frac1{t(1+t)}. \tag{9}$$

Second, $3t^{-4}$ is the derivative of $-t^{-3}$. Hence

$$\int_x^\infty\frac{3L(t)}{t^4}\,dt=\left[-\frac{L(t)}{t^3}\right]_x^\infty+\int_x^\infty\frac{L'(t)}{t^3}\,dt.$$

At the upper limit the boundary term vanishes, because $\ln(1+u)<u$ for $u>0$ gives $0<L(t)<1/t$. At the lower limit it contributes $+L(x)/x^3$. By (9), the remaining integral is $-J(x)$. Thus

$$\int_x^\infty\frac{3L(t)}{t^4}\,dt=\frac{L(x)}{x^3}-J(x).$$

Multiply by $x^3$ and insert (7):

$$G(x)=L(x)-x^3\left[\frac1{3x^3}-\frac1{2x^2}+\frac1x-L(x)\right]$$

$$\phantom{G(x)}=L(x)-\frac13+\frac x2-x^2+x^3L(x).$$

Collecting the two logarithms gives (5). Since $L>0$, the integral in (6) shows that $G>0$. $\square$

**Check by differentiation.** The result can be verified without any integral. Because $x$ is proportional to $n^{-1/3}$, we have $n\,dx/dn=-x/3$, and (4) becomes

$$v=\varepsilon+n\frac{d\varepsilon}{dn}=\varepsilon-\frac x3\frac{d\varepsilon}{dx}. \tag{10}$$

Differentiating (5) with the help of (9) gives

$$G'(x)=3x^2L(x)-\frac{1+x^3}{x(1+x)}+\frac12-2x.$$

Since $1+x^3=(1+x)(1-x+x^2)$, the fraction equals $1/x-1+x$, and

$$G'(x)=3x^2L(x)-\frac1x+\frac32-3x.$$

Multiplication by $x/3$ yields

$$\frac x3G'(x)=x^3L(x)-\frac13+\frac x2-x^2. \tag{11}$$

Subtracting (11) from (5) cancels every term except one:

$$G(x)-\frac x3G'(x)=L(x).$$

Multiplied by $-C$, this is (10) with the potential (2).

## Corollary: energy, potential and pressure

**Corollary.** At every density $v<\varepsilon<0$.

*Proof.* In the average (3) the argument $xs^{-1/3}$ is larger than $x$ for $s<1$. By (9), $L$ decreases, so the average of $L$ is smaller than $L(x)$. Hence $0<G(x)<L(x)$, and multiplication by $-C$ reverses the order. $\square$

The physical content is that an added electron lowers the correlation energy by more than the present average per electron. It brings its own share and also raises the density, which deepens the correlation energy of the others. The second effect is $v-\varepsilon=n\,d\varepsilon/dn$, which is also related to the pressure. With $E_c=N\varepsilon(N/V)$,

$$P_c=-\left(\frac{\partial E_c}{\partial V}\right)_N=-N\frac{d\varepsilon}{dn}\left(-\frac N{V^2}\right)=n^2\frac{d\varepsilon}{dn}=n(v-\varepsilon)<0.$$

Correlation thus makes a negative contribution to the pressure in this model. The kinetic and exchange contributions are separate.

## Proposition: the two limits

**High density.** For $x\to0$,

$$G(x)=-\ln x-\frac13+\frac{3x}2-\frac{3x^2}2+O(x^3|\ln x|),\qquad v-\varepsilon\to-\frac C3. \tag{12}$$

*Proof.* Write $L(x)=-\ln x+\ln(1+x)=-\ln x+x-x^2/2+O(x^3)$. The product $x^3L$ is of order $x^3|\ln x|$ and does not affect the terms shown. Adding $x/2-x^2-1/3$ gives

$$G=-\ln x-\frac13+\left(1+\frac12\right)x-\left(\frac12+1\right)x^2+O(x^3|\ln x|).$$

Subtracting this from $L$ leaves $L-G=1/3-x/2+x^2+O(x^3|\ln x|)$. Since $v-\varepsilon=-C(L-G)$, the limit follows. $\square$

The energy and the potential therefore diverge with the same logarithm, while their difference stays finite. At $x=10^{-5}$ the computed value of $(v-\varepsilon)/C$ is $-0.33333$. This is a limit of the formula: it corresponds to $r_s=2.1\times10^{-4}$ bohr, where the Fermi momentum $1.92/r_s$ is about 67 times $mc=137$ atomic units, so a real gas would be relativistic. The non-relativistic setting requires $r_s$ well above $0.014$ bohr.

**Low density.** For $x>1$,

$$G(x)=3\sum_{k=1}^\infty\frac{(-1)^{k+1}}{k(k+3)}\,x^{-k}=\frac3{4x}-\frac3{10x^2}+\frac1{6x^3}-\dots \tag{13}$$

*Proof.* In (6) every $t$ satisfies $t\ge x>1$, so the logarithm has the series $L(t)=\sum_k(-1)^{k+1}t^{-k}/k$. The series converges uniformly on this range, which permits integration term by term:

$$3x^3\int_x^\infty\frac{t^{-k-4}}k\,dt=\frac{3x^3}{k}\,\frac{x^{-k-3}}{k+3}=\frac{3x^{-k}}{k(k+3)}.\qquad\square$$

The leading term, with $x=r_s/A$, gives

$$\varepsilon\to-\frac{3CA}{4r_s}=-\frac{0.3544}{r_s}\ \text{hartree},\qquad v\to-\frac{CA}{r_s}.$$

The ratio $3/4$ has a simple origin: in this regime $v$ is proportional to $n^{1/3}$, and the average of $s^{1/3}$ over $0<s<1$ is $3/4$. The dependence on $1/r_s$ is that of a Coulomb energy between charges at a distance proportional to $r_s$. The coefficient is set by the parameters $A$ and $C$, and it is not accurate for a real dilute gas: the electrostatic energy of a body-centred cubic electron lattice, $-0.896/r_s$, minus the exchange energy of the unpolarized fluid, $-0.458/r_s$, gives $-0.438/r_s$ hartree.

## Worked example at $r_s=4$

The value $r_s=4$ bohr is a round model input. The density is

$$n=\frac3{4\pi\,4^3}=3.730\times10^{-3}\ \text{bohr}^{-3}.$$

The scaled radius and the logarithm are

$$x=\frac4{21}=0.190476,\qquad L=\ln(1+5.25)=1.832581.$$

The terms of (5) are $(1+x^3)L=1.845246$, $x/2=0.095238$ and $x^2=0.036281$. Therefore

$$G=1.845246+0.095238-0.036281-0.333333=1.57087.$$

The energy and the potential follow:

$$\varepsilon=-0.0225\times1.57087=-0.03534\ \text{hartree}=-0.962\ \text{eV},$$

$$v=-0.0225\times1.832581=-0.04123\ \text{hartree}.$$

Their difference is $v-\varepsilon=-0.00589$ hartree. It is smaller in magnitude than the high-density limit $C/3=0.0075$ hartree, mainly because of the term $-x/2$ in $L-G$. Direct numerical integration of the potential over density gives the same energy; the numerical check makes this comparison for radii from $0.1$ to $100$ bohr.

## What the integration cannot repair

The theorem makes $\varepsilon$ consistent with $v$. It does not make either of them correct. Suppose that the potential has an error $\delta v(n)$. Since (6) is linear in $v$, the error of the energy is

$$\delta\varepsilon(n)=\frac1n\int_0^n\delta v(n')\,dn'.$$

Errors of opposite sign at different densities can cancel in this average, but an error of one sign survives.

The Perdew-Wang parametrization gives a measure of the differences between models. It is itself a fit, so it serves as a comparison and not as an exact reference. Energies are in hartree per electron and radii in bohr.

| $r_s$ | $\varepsilon$, Hedin-Lundqvist | $\varepsilon$, Perdew-Wang |
|---|---|---|
| 1 | −0.0625 | −0.0598 |
| 2 | −0.0484 | −0.0448 |
| 4 | −0.0353 | −0.0319 |
| 10 | −0.0210 | −0.0186 |
| 20 | −0.0129 | −0.0115 |

At these five radii the Hedin-Lundqvist energy is larger in magnitude by about 5 to 13 percent, relative to the Perdew-Wang value. The order is reversed outside this range: it is smaller in magnitude by about 7 percent at $r_s=0.1$ and by about 5 percent at $r_s=300$.

At very high density the two forms differ in another way. By (12), the slope $d\varepsilon/d\ln r_s$ of the Hedin-Lundqvist energy tends to $C=0.0225$ hartree. Between $r_s=10^{-6}$ and $10^{-5}$ the Perdew-Wang energy has an average slope of $0.0311$ hartree. This is the exact coefficient of $\ln r_s$ in the non-relativistic high-density theory, $(1-\ln2)/\pi^2=0.0311$ hartree, so the Hedin-Lundqvist slope is too small there by about 28 percent. These radii serve only to isolate the formal limit; a real gas of such density would be relativistic. This difference comes from the coefficient of the logarithm in the assumed potential, which the integration passes on unchanged.

The result is also limited by its setting. A spin-polarized gas needs a further variable, and in an inhomogeneous system the use of $\varepsilon(n)$ at the local density is an additional approximation.

## Remark on numerical evaluation

For large $x$ the closed form (5) is a small difference of large terms. Both $x^3L$ and $x^2$ are of order $x^2$, while $G$ is close to $3/(4x)$. Double precision has a relative rounding error of about $10^{-16}$, so the absolute error is of order $10^{-16}x^2$, and the error relative to $G$ grows as $10^{-16}x^3$. This estimate assumes that $L$ is computed to full relative precision directly from $u=1/x$, with a routine for $\ln(1+u)$ that does not form the sum $1+u$. If the sum is formed first, its rounding gives $L$ an absolute error of about $10^{-16}$. Multiplied by $x^3$, this makes the absolute error of $G$ of order $10^{-16}x^3$ and the error relative to $G$ of order $10^{-16}x^4$.

At $x=10^5$ the first estimate, $10^{-16}x^3$, gives a relative error of order ten percent. The computed values agree with it: the closed form in double precision, with such a routine for the logarithm, gives $8.27\times10^{-6}$, whereas the series (13) and a calculation with 60 digits both give $7.50\times10^{-6}$. The error is about 10 percent of the correct value when the terms of (5) are added from left to right. Only its order of magnitude is meaningful: other orders of addition give values from $7.6\times10^{-6}$ to $8.7\times10^{-6}$, errors of 2 to 16 percent. This $x$ corresponds to $r_s=2.1\times10^6$ bohr, far more dilute than the gases in the table. There $x$ is below 1, the terms of (5) are at most of order one, and the closed form can be used directly.

## Table of computed values

```
A = 21.0 bohr
C = 0.0225 hartree
Example rs = 4.0 bohr
density n = 3.730194e-03 bohr^-3
x = rs/A = 0.190476
ln(1+1/x) = 1.832581
(1+x^3) ln(1+1/x) = 1.845246
x/2 = 0.095238
x^2 = 0.036281
G(x) = 1.570869
energy, closed form = -0.035345 hartree
energy, quadrature = -0.035345 hartree
energy, closed form = -0.9618 eV
potential v = -0.041233 hartree
v - energy = -0.005889 hartree
rs (bohr) | HL energy | HL potential | PW92 energy (hartree)
  1.0 | -0.062541 | -0.069548 | -0.059774
  2.0 | -0.048368 | -0.054953 | -0.044760
  4.0 | -0.035345 | -0.041233 | -0.031866
 10.0 | -0.020960 | -0.025457 | -0.018572
 20.0 | -0.012910 | -0.016151 | -0.011530
largest relative error, integral: 2.1e-29
largest relative error, derivative: 2.0e-31
(v - energy)/C at x = 1e-5: -0.333328
rs*energy at rs = 1e6 bohr: -0.354372 hartree bohr
-3CA/4 = -0.354375 hartree bohr
d energy/d ln rs, dense gas, HL: 0.02250 hartree
d energy/d ln rs, dense gas, PW92: 0.03109 hartree
A inferred from libxc HL: 21.00000 bohr
C inferred from libxc HL: 0.022500 hartree
G at x = 1e5, closed form in double precision: 8.265177e-06
G at x = 1e5, series in double precision: 7.499970e-06
G at x = 1e5, closed form with 60 digits: 7.499970e-06
```
